Formal polarization under gauge changes and inversion symmetry

A crystal has lattice vectors a₁, a₂, a₃ and cell volume V. The reciprocal vectors b_j satisfy a_i·b_j = 2πδ_ij; R denotes a lattice vector and G a reciprocal lattice vector. The electron charge is −e, with e > 0. The cell is neutral: it holds ions of charge Z_s e at positions τ_s, with integer Z_s, and N electrons. The electrons are independent particles in a periodic potential and fill N bands, counted separately for each spin, below an energy gap.

At each k the occupied space is spanned by N orthonormal Bloch functions

ψ_nk(r) = exp(ik·r) u_nk(r),

where u_nk has the period of the lattice. Where bands cross, these functions may be mixtures of energy eigenstates. Brackets ⟨f|g⟩ of periodic functions are integrals over one cell. We assume that the functions can be chosen smooth in k and periodic,

ψ_n,k+G = ψ_nk, hence u_n,k+G(r) = exp(−iG·r) u_nk(r).

A choice of such functions is called a gauge. The formal polarization is

P = (e/V) Σ_s Z_s τ_s − e Σ_n ∫ d³k/(2π)³ A_n(k),
A_n(k) = i⟨u_nk|∇u_nk⟩,

with ∇ acting on k and the integral taken over one Brillouin zone. A_n is real, because differentiating ⟨u_nk|u_nk⟩ = 1 shows that ⟨u_nk|∇u_nk⟩ is imaginary. It is periodic in k, because the factor exp(−iG·r) does not depend on k and cancels in the bracket.

The parts below ask how far this expression is fixed by the crystal, and what inversion symmetry then says about it.

**(a) One band is multiplied by a smooth phase factor exp(−iβ(k)). Which functions β are allowed?**

The new functions must again be periodic in k, so

exp(−iβ(k+b_j)) = exp(−iβ(k)).

Therefore β(k+b_j) − β(k) = 2πm_j with integer m_j. The left side is continuous in k, and a continuous integer is constant, so m_j is the same at every k. Define the lattice vector

R = m₁a₁ + m₂a₂ + m₃a₃.

Then (k+b_j)·R − k·R = b_j·R = 2πm_j. The function k·R grows by the same amount as β, and their difference η is periodic:

β(k) = k·R + η(k), η(k+G) = η(k).

The vector R counts how often the phase winds as k crosses the zone. A factor exp(−ik·d) with d not a lattice vector is not allowed: it multiplies ψ_k+G by exp(−iG·d), which differs from 1 for some G.

**(b) How does P change?**

Let ũ = exp(−iβ)u. The product rule gives

∇ũ = exp(−iβ)(∇u − i(∇β)u).

In the bracket the factor exp(+iβ) from the left cancels exp(−iβ):

Ã = i⟨ũ|∇ũ⟩ = i⟨u|∇u⟩ + i(−i)∇β⟨u|u⟩ = A + ∇β = A + R + ∇η.

To integrate ∇η, write k = κ₁b₁ + κ₂b₂ + κ₃b₃ with each κ_i running from 0 to 1. Since κ_i = k·a_i/2π,

∇η = Σ_i (a_i/2π) ∂η/∂κ_i.

The integral of ∂η/∂κ_i over κ_i is the difference of η at two equivalent points, which is zero. The constant R remains. The zone has volume (2π)³/V, so

∫ d³k/(2π)³ R = R/V,

and the prefactor −e in P gives

ΔP = −eR/V.

The minus sign comes from the negative electron charge. Since −R is also a lattice vector, the set of all possible shifts is the same as the set of all eR/V. A phase without winding, R = 0, leaves P unchanged.

**(c) The N occupied functions may also be mixed among themselves. Does this allow other shifts?**

Let ũ_n = Σ_m u_m U_mn(k), with U a smooth unitary matrix. It is periodic in k, because U_mn = ⟨u_m|ũ_n⟩ and the factors exp(−iG·r) cancel. The derivative is

∇ũ_n = Σ_l (∇u_l)U_ln + Σ_l u_l ∇U_ln.

Inserting this into the sum of the Ã_n gives

Σ_n Ã_n = i Σ_lm ⟨u_m|∇u_l⟩ Σ_n U_ln U*_mn + i Σ_mn U*_mn ∇U_mn.

Because UU† = 1, the sum over n in the first term is δ_lm. Hence

Σ_n Ã_n = Σ_n A_n + i tr(U†∇U).

For a small change dU,

det(U+dU) = det U · det(1+U†dU) = det U · (1 + tr U†dU)

to first order, so tr(U†∇U) = ∇ ln det U. The determinant of a unitary matrix is a phase, det U = exp(−iβ), and the extra term is i(−i∇β) = ∇β. Since det U is periodic, parts (a) and (b) apply to this β. The shift is again −eR/V, where R is now the winding of det U.

Mixing therefore gives no new values. Every R does occur, since one band can be multiplied by exp(−ik·R). The ionic term has a similar freedom: describing an ion by its copy in another cell adds Z_s eR/V, which is also of the form e/V times a lattice vector. The crystal thus determines P only as a member of the set

Λ = {P₀ + eR/V, R any lattice vector}.

The vectors ea_i/V are called polarization quanta.

**(d) What does the factor exp(−ik·R) do in real space?**

Form the Wannier function of a band,

w(r) = V ∫ d³k/(2π)³ ψ_k(r).

With u normalized in one cell, Bloch functions built from periodic parts f and g obey

⟨exp(ik·r)f_k|exp(ik′·r)g_k′⟩ = ((2π)³/V) δ(k−k′)⟨f_k|g_k⟩,

where the left bracket runs over all space and k, k′ lie in one zone. With f = g = u this gives w norm 1. To find the centre of w, use r exp(ik·r) = −i∇exp(ik·r) and integrate by parts. The boundary term vanishes because ψ_k is periodic in k:

r w(r) = V ∫ d³k/(2π)³ exp(ik·r) i∇u_k(r).

Taking the bracket with w and using the δ function gives

r̄ = ⟨w|r|w⟩ = V ∫ d³k/(2π)³ A(k).

The formal polarization is therefore that of point charges, ions at τ_s and electrons at the Wannier centres:

P = (e/V)(Σ_s Z_s τ_s − Σ_n r̄_n).

Bloch's theorem gives exp(−ik·R)ψ_k(r) = ψ_k(r−R), so the gauge change replaces w(r) by w(r−R). The electron assigned to the home cell is now the equivalent one a distance R away. Nothing has moved in the crystal; a different copy has been chosen to represent the electron.

This form also shows how P depends on the origin. If all coordinates increase by d, P changes by (e/V)(Σ_s Z_s − N)d, which is zero for a neutral cell. The electronic and ionic parts separately do change.

**(e) The whole crystal is inverted, r → −r. What is its polarization?**

The inverted crystal has the occupied functions

ψ′_k(r) = ψ_−k(−r) = exp(ik·r) u_−k(−r), so u′_k(r) = u_−k(−r).

The label −k on the right is needed because inversion reverses the wave vector. These functions are again smooth and periodic in k. Put q = −k, so that ∇_k = −∇_q. The substitution r → −r leaves the cell integral unchanged, and

A′_n(k) = i⟨u_nq|(−∇_q)u_nq⟩ = −A_n(−k).

The zone integral covers k and −k alike, so the electronic term changes sign. The ions sit at −τ_s, so the ionic term changes sign too:

P′ = −P.

**(f) Now let the crystal have an inversion centre. Which sets Λ are possible?**

Put the origin at the inversion centre, which by part (d) does not affect P. The inverted crystal is then the same crystal. Its ions at −τ_s are the original ions up to lattice vectors. Its functions u′_n span the same occupied space as the u_n, so the two sets are related by a matrix U(k) as in part (c). Hence −P₀, computed in part (e), must also be a member of Λ:

−P₀ = P₀ + eR/V for some lattice vector R.

Solving for P₀ gives

P₀ = −eR/(2V).

It would be wrong to conclude from P′ = −P that P₀ = 0. Symmetry requires the set Λ to be mapped onto itself, and a set can do this without containing zero.

To separate the directions, write P = (e/V) Σ_i p_i a_i, so that p_i = V P·b_i/(2πe) measures P in quanta. With R = Σ_i m_i a_i,

p_i = −m_i/2, that is, p_i = 0 or 1/2 modulo 1.

In each lattice direction the allowed components contain either zero or half a quantum. The three choices are separate, which gives 2³ = 8 possible sets. Only the set with all three p_i equal to 0 modulo 1 contains the vector P = 0.

The half-quantum sets do not describe a crystal with a preferred polar direction. Each of the eight sets contains −P whenever it contains P, so none distinguishes a direction from its opposite.

**(g) Find P for the following model crystal, before and after multiplication of its band by exp(−ik·R) with R = a₁ − a₃.**

The lattice vectors in nm are a₁ = (0.50, 0, 0), a₂ = (0.10, 0.60, 0) and a₃ = (0.05, 0.15, 0.70), so V = 0.50 × 0.60 × 0.70 = 0.210 nm³. An ion of charge +e sits at the origin. One spinless electron per cell moves between orbital A at −τ and orbital B at +τ, where τ = 0.20a₁ + 0.15a₂ + 0.10a₃. The position operator is taken diagonal in these orbitals. The site energies are zero. Orbital A is coupled to B in the eight cells R = n₁a₁ + n₂a₂ + n₃a₃ with n_i = 0 or 1. The coupling is −2.00 eV for R_b = a₁ + a₂ and −0.10 eV for the other seven:

H_AB(k) = Σ_R t_R exp(ik·(R+2τ)).

Couplings along a₁ between orbitals of the same kind add

H_AA = 2h cos(k·a₁+φ), H_BB = 2h cos(k·a₁−φ),

with h = 0.10 eV and φ = 0.90 rad. Inversion exchanges A with B and k with −k. It is a symmetry, because H_BB(−k) = H_AA(k) and H_BA(−k) = H_AB(k). Time reversal of spinless electrons would need H_AA(−k) = H_AA(k), which does not hold.

First keep only the strong bond. The lower state, of energy −2.00 eV, is

u_A = exp(ik·τ)/√2, u_B = exp(−ik·(τ+R_b))/√2,

since H_AB u_B = −2.00 eV · u_A. Its connection is

A = i(u_A*∇u_A + u_B*∇u_B) = ½(−τ) + ½(τ+R_b) = ½R_b.

The electron centre is the midpoint of the bond between A at −τ and B at τ + R_b:

r̄ = ½(0.60, 0.60, 0) = (0.30, 0.30, 0) nm.

Now switch on the remaining couplings gradually. Throughout, |H_AB| is at least 2.00 − 7 × 0.10 = 1.30 eV, so the two levels at any k differ by at least 2.60 eV. Their mean stays within 0.20 eV of zero, so a gap remains between the whole lower band and the whole upper band. P then changes continuously, but inversion allows it only separated values. It therefore cannot change, and r̄ = ½R_b holds for the full model.

The ion at the origin contributes nothing to P. The first two quanta are ea₁/V = (0.3815, 0, 0) and ea₂/V = (0.0763, 0.4578, 0) C/m², so

P = −½(ea₁/V + ea₂/V) = (−0.229, −0.229, 0) C/m².

In quanta this is p = (−1/2, −1/2, 0), a half-quantum set in two directions.

The third quantum is ea₃/V = (0.0381, 0.1144, 0.5341) C/m². The gauge change with R = a₁ − a₃ = (0.45, −0.15, −0.70) nm adds

−eR/V = −ea₁/V + ea₃/V = (−0.343, 0.114, 0.534) C/m²,

and the new value is

P = (−0.572, −0.114, 0.534) C/m².

The electron centre has moved from (0.30, 0.30, 0) to (0.75, 0.15, −0.70) nm, which is the shift R. The new p = (−3/2, −1/2, 1) is the old one modulo 1.

If another of the eight bonds is made the strong one, the same argument gives p = −(n₁, n₂, n₃)/2 modulo 1. The eight bonds thus realize all eight sets.

**(h) Lower the energy of A to −1.00 eV and raise that of B to +1.00 eV. What happens to p, and how does it change if the two energies are then slowly interchanged?**

Inversion no longer holds, and p need not be 0 or 1/2. With the strong bond alone, the two levels are ±√(1.00² + 2.00²) = ±√5 eV, and the lower state has weight ½(1 + 1/√5) = 0.724 on A and 0.276 on B. The centre is

r̄ = 0.724(−τ) + 0.276(τ+R_b) = −0.447τ + 0.276R_b,

which gives p = (−0.187, −0.209, 0.045). For all couplings, A(k) was integrated numerically on a 13 × 13 × 13 mesh, with derivatives from central differences and the phase of each state fixed by its component on A. The result is

p = (−0.187, −0.209, 0.044).

The strong bond accounts for nearly all of it: the electron has moved from the bond midpoint towards A.

Now let the site energies be −s on A and +s on B, and lower s from 1.00 to −1.00 eV. The bounds of part (g) still hold, so the gap stays open. The crystal at −s is the inversion image of the crystal at s, so p(s) + p(−s) is a set of integers. It is also continuous in s, hence constant, and equal to its value at s = 0:

p(s) + p(−s) = 2p(0) = (−1, −1, 0).

The final value is therefore

p = (−1, −1, 0) − (−0.187, −0.209, 0.044) = (−0.813, −0.791, −0.044),

and the change is (−0.63, −0.58, −0.09) quanta. A gauge change that is the same along the whole path adds the same integers at both ends, so this difference is unambiguous. It records the displacement of the electron's centre, almost parallel to the strong bond, from about 28% to about 72% of the way from A to B. Subtracting two values on unrelated branches could give a different answer: the final crystal may equally be assigned p = (0.187, 0.209, −0.044), which would suggest a change of (+0.37, +0.42, −0.09). The half-quantum value at s = 0 decides which branch the path follows.

**(i) Where do these results need a changed statement, and where do they fail?**

Spin can change the size of the quantum. Suppose each orbital band holds two electrons of opposite spin and both receive the same phase. The shift is then −2eR/V. If all ionic charges are even multiples of e, relabelling ions also gives multiples of 2eR/V, and one may work with this coarser set. Inversion then requires −P₀ = P₀ + 2eR/V, or P₀ = −eR/V, which is zero or half of the new quantum 2ea_i/V in each direction. With an ion of odd charge, relabelling it brings back the finer set.

In a metal with a Fermi surface the number of occupied states varies with k, and no fixed number N of smooth functions spans the occupied space at every k. In a semimetal whose bands touch only at points the number can stay fixed away from those points, but the gap closes there and the occupied space is in general not smooth in k, so the results again do not apply.

An insulator can also fail the smoothness assumption. If the gauge is smooth and periodic, the line integral of Σ_n A_n around a two-dimensional section of the zone vanishes, because opposite edges cancel. By Stokes' theorem the flux of ∇ × Σ_n A_n through the section is then zero. This flux is 2π times an integer, the Chern number, and does not depend on the gauge. If it is nonzero, no smooth periodic gauge exists, and the argument of part (a) has nothing to start from.
